# Fine structure of helium 2 ³P with screened hydrogenic orbitals: a numerical check

```python
"""Fine structure of helium 1s2p 3P from the Breit-Pauli operators.

Result under test, for orbitals exp(-k r) (1s) and r exp(-b r) (2p):
  A = a^2 R3 [Z/4 - 3/4 (f + x)],   D = a^2 R3 f,   R3 = b^3/3,
  p = k/(k+b),  f = p^3 (4 - 3p),  x = 20 p^4 (1-p)^2,
  E(J=0) = -2A + D,  E(J=1) = -A - D/2,  E(J=2) = A + D/10.
a is the fine-structure constant, Z the nuclear charge; atomic units inside,
GHz in the output.  The same operators are also averaged over a correlated
wave function built from explicitly correlated Gaussians.
Spatial averages (reduced to multiples of the orbital angular momentum L):
  nuc = sum_i l_i/r_i^3,  ee = r12 x (p1-p2)/r12^3,
  ss  = spin-spin average in the J=0 level, in units of a^2.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize
from scipy.special import gammainc

Z = 2.0
ALPHA = constants.fine_structure
HARTREE_GHZ = constants.physical_constants["hartree-hertz relationship"][0] / 1e9
SCALE = ALPHA**2 * HARTREE_GHZ


def product_averages(k, b):
    """Closed formulas for the screened hydrogenic product function."""
    p = k / (k + b)
    q = 1 - p
    r3 = b**3 / 3
    f = p**3 * (4 - 3 * p)
    x = 20 * p**4 * q**2
    coulomb = b / 2 - q**4 * b / 2 - q**5 * k
    exchange = 28 / 3 * k**3 * b**5 / (k + b)**7
    energy = k**2 / 2 - Z * k + b**2 / 2 - Z * b / 2 + coulomb - exchange
    return dict(energy=energy, nuc=r3, ee=r3 * (f + x), ss=r3 * f,
                direct=r3 * f, exch=r3 * x)


def fine_structure(av):
    """Contributions to A, then D and the intervals, all in GHz."""
    a_nuc = SCALE * Z / 4 * av["nuc"]
    a_shield = -SCALE * av["ee"] / 4
    a_soo = -SCALE * av["ee"] / 2
    a_tot = a_nuc + a_shield + a_soo
    d = SCALE * av["ss"]
    return dict(a_nuc=a_nuc, a_shield=a_shield, a_soo=a_soo, A=a_tot, D=d,
                v01=-a_tot + 1.5 * d, v12=-2 * a_tot - 0.6 * d)


def form(x, m, y):
    return np.einsum("...i,...ij,...j->...", x, m, y)


def gaussian_matrices(u, v, c):
    """Matrices for r1 exp(-u r1^2 - v r2^2 - c r12^2) minus its exchange."""
    left = np.array([[u + c, -c], [-c, v + c]]).transpose(2, 0, 1)
    uk = np.array([1.0, 0.0])
    names = ("S", "T", "V", "nuc", "ee", "ss")
    out = {name: np.zeros((len(u), len(u))) for name in names}
    for sign, perm in ((1, [0, 1]), (-1, [1, 0])):
        right = left[:, perm][:, :, perm]
        ul = np.eye(2)[perm[0]]
        total = left[:, None] + right[None]
        det = total[..., 0, 0] * total[..., 1, 1] - total[..., 0, 1]**2
        weight = sign * (np.pi**2 / det)**1.5
        cov = 0.5 * np.linalg.inv(total)
        ov = form(uk, cov, ul)
        out["S"] += weight * ov
        prod = left[:, None] @ right[None]
        sym = prod + prod.swapaxes(-1, -2)
        trace = np.einsum("...ij,...ji->...", prod, cov)
        kin = (uk @ ul - 2 * form((uk @ right)[None], cov, ul)
               - 2 * form((ul @ left)[:, None], cov, uk)
               + 4 * (3 * ov * trace + form(uk, cov @ sym @ cov, ul)))
        out["T"] += weight * kin / 2
        for w, charge in (((1, 0), -Z), ((0, 1), -Z), ((1, -1), 1.0)):
            w = np.array(w, float)
            var = form(w, cov, w)              # variance of R = w.r
            inv = np.sqrt(2 / (np.pi * var))   # mean of 1/R
            pk, pl = form(uk, cov, w), form(ul, cov, w)
            out["V"] += weight * charge * inv * (ov - pk * pl / (3 * var))
            y = (w @ right)[None]
            py = form(y, cov, w)
            c_yl = form(y, cov, ul) - py * pl / var
            c_yk = form(y, cov, uk) - py * pk / var
            vec = inv / 3 * (pk * (ul @ w) - 2 * (pk * c_yl - pl * c_yk)) / var
            if charge < 0:
                out["nuc"] += weight * vec
            else:
                out["ee"] += weight * vec
                out["ss"] += weight * inv * pk * pl / (3 * var**2)
    return out


def averages(mats, vec):
    norm = vec @ mats["S"] @ vec
    av = {name: vec @ m @ vec / norm for name, m in mats.items()}
    av["energy"] = av["T"] + av["V"]
    return av


def slater_as_gaussians(k, top):
    """exp(-k r) as a sum of Gaussians: trapezoid rule on its integral form."""
    h = 0.7
    t = np.exp(np.arange(np.log(k**2 / 60), top, h))
    return t, h * k / (2 * np.sqrt(np.pi * t)) * np.exp(-k**2 / (4 * t))


def ground_state(mats, index):
    """Lowest state in a subset of the basis, near-dependent parts removed."""
    sub = {name: m[np.ix_(index, index)] for name, m in mats.items()}
    val, vec = np.linalg.eigh((sub["S"] + sub["S"].T) / 2)
    keep = val > 1e-9
    x = vec[:, keep] / np.sqrt(val[keep])
    ham = x.T @ (sub["T"] + sub["V"]) @ x
    return averages(sub, x @ np.linalg.eigh((ham + ham.T) / 2)[1][:, 0])


# Variational charges of the product function
best = minimize(lambda z: product_averages(*z)["energy"], [2.0, 0.5],
                method="Nelder-Mead", options=dict(xatol=1e-8, fatol=1e-13))
k_opt, b_opt = best.x

# Closed formulas against general two-electron Gaussian integrals
worst = 0.0
for k, b in ((k_opt, b_opt), (1.5, 0.9)):
    ts, cs = slater_as_gaussians(k, 11.0)
    tp, cp = slater_as_gaussians(b, 9.0)
    grid_p, grid_s = np.meshgrid(tp, ts, indexing="ij")
    mats = gaussian_matrices(grid_p.ravel(), grid_s.ravel(),
                             np.zeros(grid_p.size))
    num = averages(mats, np.outer(cp, cs).ravel())
    ref = product_averages(k, b)
    for name in ("energy", "nuc", "ee", "ss"):
        err = abs(num[name] / ref[name] - 1)
        worst = max(worst, err)
        assert err < 3e-4, (name, num[name], ref[name])
    # direct part: 1s charge inside r, averaged with r^-3 over the 2p density
    direct = quad(lambda r: (2 * b)**5 / 24 * r * np.exp(-2 * b * r)
                  * gammainc(3, 2 * k * r), 0, 60 / b, limit=200)[0]
    assert abs(direct / ref["direct"] - 1) < 1e-7

# Level formulas against diagonalization in orbital x spin x spin space
eps = np.zeros((3, 3, 3))
for i, j, m in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[i, j, m], eps[i, m, j] = 1, -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
s1 = [np.kron(m / 2, np.eye(2)) for m in pauli]
s2 = [np.kron(np.eye(2), m / 2) for m in pauli]
opt = product_averages(k_opt, b_opt)
fs_opt = fine_structure(opt)
ham = np.zeros((12, 12), complex)
delta = np.eye(3)
for i in range(3):
    orb = -1j * eps[i]
    ham += Z / 4 * opt["nuc"] * np.kron(orb, s1[i] + s2[i])
    ham -= opt["ee"] / 4 * np.kron(orb, s1[i] + 2 * s2[i])
    ham -= opt["ee"] / 4 * np.kron(orb, s2[i] + 2 * s1[i])
    for j in range(3):
        tens = 1.5 * (np.outer(delta[i], delta[j]) + np.outer(delta[j], delta[i]))
        tens = 0.4 * opt["ss"] * (tens - delta[i, j] * delta)
        ham -= np.kron(tens, s1[i] @ s2[j])
A, D = fs_opt["A"], fs_opt["D"]
levels = [-2 * A + D, -A - D / 2, A + D / 10]
expected = np.sort([levels[0]] + [levels[1]] * 3 + [levels[2]] * 5 + [0.0] * 3)
assert np.allclose(np.linalg.eigvalsh(SCALE * ham), expected, atol=1e-9)

# Correlated wave function: product part plus quasi-random correlated part
gp, gs = np.meshgrid(np.geomspace(0.012, 6, 9), np.geomspace(0.12, 800, 12))
root = 1.2
for _ in range(60):
    root = (1 + root)**0.25
seq = (0.5 + np.outer(np.arange(1, 501), root**-np.arange(1.0, 4.0))) % 1.0


def spread(x, low, high):
    return low * (high / low)**x


u = np.concatenate([gp.ravel(), spread(seq[:350, 0], 0.012, 12),
                    spread(seq[350:, 0], 0.3, 20)])
v = np.concatenate([gs.ravel(), spread(seq[:350, 1], 0.12, 100),
                    spread(seq[350:, 1], 0.015, 1)])
c = np.concatenate([np.zeros(gp.size), spread(seq[:, 2], 0.003, 5)])
mats = gaussian_matrices(u, v, c)
unit = 1 / np.sqrt(np.diag(mats["S"]))
mats = {name: m * np.outer(unit, unit) for name, m in mats.items()}
for name in ("nuc", "ee", "ss"):
    m = mats[name]
    assert np.abs(m - m.T).max() < 1e-8 * np.abs(m).max()
full = np.arange(len(u))
half = np.concatenate([full[:gp.size], full[gp.size::2]])
corr, corr_half = ground_state(mats, full), ground_state(mats, half)
fs_corr, fs_half = fine_structure(corr), fine_structure(corr_half)

# Simple case and the limits that show what fixes the order
plain = product_averages(2.0, 0.5)
fs_plain = fine_structure(plain)
point = fine_structure(dict(nuc=opt["nuc"], ee=opt["nuc"], ss=opt["nuc"]))
no_exch = fine_structure(dict(nuc=opt["nuc"], ee=opt["direct"], ss=opt["ss"]))

print(f"a^2 Hartree/h = {SCALE:.4f} GHz")
print(f"largest relative error of closed formulas = {worst:.1e}")
for title, k, b, av, fs in (("charges 2 and 1", 2.0, 0.5, plain, fs_plain),
                            ("variational charges", k_opt, b_opt, opt, fs_opt)):
    p = k / (k + b)
    print(f"-- product function, {title}")
    print(f"Z_s = {k:.4f}, Z_p = {2*b:.4f}, p = {p:.4f}")
    print(f"energy = {av['energy']:.5f} hartree")
    print(f"R3 = {av['nuc']:.6f} a0^-3")
    print(f"f = {av['direct']/av['nuc']:.4f}, x = {av['exch']/av['nuc']:.4f}")
    print(f"A nuclear spin-orbit = {fs['a_nuc']:.3f} GHz")
    print(f"A shielding = {fs['a_shield']:.3f} GHz")
    print(f"A spin-other-orbit = {fs['a_soo']:.3f} GHz")
    print(f"A total = {fs['A']:.3f} GHz, D = {fs['D']:.3f} GHz")
    print(f"E0-E1 = {fs['v01']:.3f} GHz, E1-E2 = {fs['v12']:.3f} GHz")
print("-- levels, variational charges")
print("E0, E1, E2 = " + ", ".join(f"{e:.3f}" for e in levels) + " GHz")
print(f"E1-E2: -2A = {-2*A:.3f} GHz, -3D/5 = {-0.6*D:.3f} GHz")
print(f"E0-E1: -A = {-A:.3f} GHz, 3D/2 = {1.5*D:.3f} GHz")
print("-- limits, same 2p orbital")
print(f"point core, no exchange: E0-E1 = {point['v01']:.3f} GHz, "
      f"E1-E2 = {point['v12']:.3f} GHz")
print(f"x set to zero: E0-E1 = {no_exch['v01']:.3f} GHz, "
      f"E1-E2 = {no_exch['v12']:.3f} GHz")
print(f"A without spin-other-orbit = {A - fs_opt['a_soo']:.3f} GHz")
print("-- correlated function")
print(f"basis sizes = {len(half)} and {len(full)}")
print(f"energies = {corr_half['energy']:.6f} and {corr['energy']:.6f} hartree")
print(f"virial ratio -V/T = {-corr['V']/corr['T']:.6f}")
print(f"nuc = {corr['nuc']:.6f}, ee = {corr['ee']:.6f}, "
      f"ss = {corr['ss']:.6f} a0^-3")
print(f"product function: nuc = {opt['nuc']:.6f}, ee = {opt['ee']:.6f}, "
      f"ss = {opt['ss']:.6f} a0^-3")
print(f"A nuclear spin-orbit = {fs_corr['a_nuc']:.3f} GHz")
print(f"A shielding = {fs_corr['a_shield']:.3f} GHz")
print(f"A spin-other-orbit = {fs_corr['a_soo']:.3f} GHz")
print(f"A total = {fs_corr['A']:.3f} GHz, D = {fs_corr['D']:.3f} GHz")
print(f"smaller basis: E0-E1 = {fs_half['v01']:.3f} GHz, "
      f"E1-E2 = {fs_half['v12']:.3f} GHz")
print(f"larger basis: E0-E1 = {fs_corr['v01']:.3f} GHz, "
      f"E1-E2 = {fs_corr['v12']:.3f} GHz")

# Claims about the order and about the cause of the error
assert levels[0] > levels[1] > levels[2]
assert fs_plain["v01"] > 0 and fs_plain["v12"] > 0
assert point["v12"] < 0 and no_exch["v12"] < 0
assert A < 0 < A - fs_opt["a_soo"]
assert corr["energy"] <= corr_half["energy"] + 1e-8 < opt["energy"]
assert opt["energy"] < plain["energy"]
assert abs(corr["V"] / corr["T"] + 2) < 1e-3
assert abs(fs_corr["v01"] - fs_half["v01"]) < 0.1
assert abs(fs_corr["v12"] - fs_half["v12"]) < 0.1
# tolerances allow for the omitted anomalous moment and the finite basis
assert abs(fs_corr["v01"] - 29.6) < 0.2
assert abs(fs_corr["v12"] - 2.3) < 0.15
print("PASS")
```

It prints:

```
a^2 Hartree/h = 350.3771 GHz
largest relative error of closed formulas = 1.0e-04
-- product function, charges 2 and 1
Z_s = 2.0000, Z_p = 1.0000, p = 0.8000
energy = -2.12986 hartree
R3 = 0.041667 a0^-3
f = 0.8192, x = 0.3277
A nuclear spin-orbit = 7.300 GHz
A shielding = -4.186 GHz
A spin-other-orbit = -8.372 GHz
A total = -5.258 GHz, D = 11.960 GHz
E0-E1 = 23.197 GHz, E1-E2 = 3.340 GHz
-- product function, variational charges
Z_s = 1.9912, Z_p = 1.0891, p = 0.7852
energy = -2.13069 hartree
R3 = 0.053833 a0^-3
f = 0.7961, x = 0.3507
A nuclear spin-orbit = 9.431 GHz
A shielding = -5.408 GHz
A spin-other-orbit = -10.816 GHz
A total = -6.793 GHz, D = 15.017 GHz
E0-E1 = 29.318 GHz, E1-E2 = 4.575 GHz
-- levels, variational charges
E0, E1, E2 = 28.602, -0.716, -5.291 GHz
E1-E2: -2A = 13.585 GHz, -3D/5 = -9.010 GHz
E0-E1: -A = 6.793 GHz, 3D/2 = 22.525 GHz
-- limits, same 2p orbital
point core, no exchange: E0-E1 = 33.008 GHz, E1-E2 = -1.886 GHz
x set to zero: E0-E1 = 24.356 GHz, E1-E2 = -5.347 GHz
A without spin-other-orbit = 4.023 GHz
-- correlated function
basis sizes = 358 and 608
energies = -2.133137 and -2.133138 hartree
virial ratio -V/T = 2.000036
nuc = 0.069296, ee = 0.068655, ss = 0.045050 a0^-3
product function: nuc = 0.053833, ee = 0.061738, ss = 0.042858 a0^-3
A nuclear spin-orbit = 12.140 GHz
A shielding = -6.014 GHz
A spin-other-orbit = -12.028 GHz
A total = -5.901 GHz, D = 15.784 GHz
smaller basis: E0-E1 = 29.584 GHz, E1-E2 = 2.339 GHz
larger basis: E0-E1 = 29.578 GHz, E1-E2 = 2.332 GHz
PASS
```
